Spin Contamination of Stretched H2 through the Coulson-Fischer Point

**Problem**

An unrestricted determinant D contains N_α spin-up orbitals a_i and N_β spin-down orbitals b_j. The calculation is collinear: every orbital has a definite spin along one common axis. Orbitals of the same spin are orthonormal, but the spatial overlaps

s_ij = ⟨a_i|b_j⟩

between opposite spins are unrestricted.

(a) Express ⟨S²⟩ in terms of N_α, N_β and the overlaps.

(b) Apply the result to H2, with one real orbital a for spin up and one real orbital b for spin down. Find the triplet weight of the determinant, its natural occupations and its spin density.

(c) At short bond lengths the lowest solution has a = b. The Coulson-Fischer distance R_c is the bond length at which this restricted solution ceases to be stable against making a and b different. Derive the condition for R_c in the local spin-density approximation (LSDA), and the corresponding condition in Hartree-Fock theory.

(d) How do ⟨S²⟩ and the local moment start just beyond R_c?

(e) Follow ⟨S²⟩ for H2 from the equilibrium region to separated atoms, using LSDA with Slater exchange and VWN correlation (the VWN5 parametrization) in the cc-pVDZ basis. State what the limiting value means.

Spin is measured in units of ħ, so ⟨S²⟩ is in ħ². Energies are in hartree and lengths in bohr. The nuclei are fixed.

**Solution**

**(a) The general expectation value**

Define S₊ = S_x + iS_y and S₋ = S_x − iS_y. Multiplying them and using [S_x, S_y] = iS_z gives

S₋S₊ = S_x² + S_y² + i[S_x, S_y] = S_x² + S_y² − S_z.

Therefore

S² = S₋S₊ + S_z² + S_z.

Each up electron contributes +1/2 to S_z and each down electron −1/2, so D is an eigenstate of S_z with eigenvalue

M = (N_α − N_β)/2.

The last two terms of S² contribute M(M+1). Since S₋ is the adjoint of S₊, the first term contributes the squared norm of S₊D.

The operator S₊ is a sum of one-electron operators. It annihilates an up spin and turns a down spin into an up spin without changing the spatial orbital. Hence

S₊D = Σ_j D_j,

where D_j is D with the down orbital b_j replaced, in the same position, by an up orbital of the same spatial form.

Two different terms D_j and D_k are orthogonal. The down orbitals of D_j include b_k but not b_j, while those of D_k include b_j but not b_k. Since the b orbitals are orthonormal, the overlap of these two sets vanishes. Only the norms of the D_j remain.

To find them, split b_j into a part inside the space of occupied up orbitals and a remainder r_j orthogonal to that space:

b_j = Σ_i a_i s_ij + r_j.

In D_j this orbital carries spin up. The terms proportional to a_i would place two electrons in the same spin orbital, so they vanish by antisymmetry. What is left is a determinant of mutually orthogonal orbitals, all normalized except r_j. Its squared norm is

⟨D_j|D_j⟩ = ⟨r_j|r_j⟩ = 1 − Σ_i |s_ij|².

Summing over j gives ⟨S₋S₊⟩ = N_β − Σ_ij |s_ij|², and so

⟨S²⟩ = M(M+1) + N_β − Σ_ij |s_ij|².

The derivation does not assume N_α ≥ N_β. In every case the overlap sum is at most N_β, because each ⟨r_j|r_j⟩ is non-negative, so ⟨S²⟩ ≥ M(M+1). Equality holds when every occupied down orbital lies in the space of the occupied up orbitals, which is possible only for N_α ≥ N_β. With the spins labelled so that N_α ≥ N_β, the excess over M(M+1) is called spin contamination.

As a numerical instance, take three up and two down random orbitals with overlap sum 1.56892. Here M = 1/2, so

⟨S²⟩ = 0.75 + 2 − 1.56892 = 1.18108.

The explicit many-electron spin operator gives the same number.

The formula needs a single determinant with integer occupations and pure-spin orbitals. It does not apply unchanged to noncollinear orbitals, fractional occupations or a sum of determinants.

**(b) Two electrons**

For H2, N_α = N_β = 1 and M = 0. With s = ⟨a|b⟩,

⟨S²⟩ = 1 − s².

To see which spin states are present, define the symmetric and antisymmetric spatial functions

P_± = [a(1)b(2) ± b(1)a(2)]/2.

The normalized determinant can then be written as

D = P₊ (αβ − βα)/√2 + P₋ (αβ + βα)/√2,

where the first spin factor in each product belongs to electron 1. The coefficient of αβ is (P₊ + P₋)/√2 = a(1)b(2)/√2, and that of βα is (P₋ − P₊)/√2 = −b(1)a(2)/√2, as required for a determinant.

The first term is a singlet and the second a triplet with M = 0. The triplet weight is

w_T = ⟨P₋|P₋⟩ = (1 + 1 − 2s²)/4 = (1 − s²)/2.

A triplet has S² = 2 and a singlet has S² = 0, so ⟨S²⟩ = 2w_T, in agreement with the overlap formula.

Now choose the sign of b so that s ≥ 0. For s < 1, the functions

g = (a + b)/√[2(1 + s)],  u = (a − b)/√[2(1 − s)]

are normalized and orthogonal. Inverting these definitions gives

a = √[(1 + s)/2] g + √[(1 − s)/2] u,
b = √[(1 + s)/2] g − √[(1 − s)/2] u.

In the total density matrix the cross terms cancel:

a(r)a(r′) + b(r)b(r′) = (1 + s) g(r)g(r′) + (1 − s) u(r)u(r′).

Thus g and u are natural orbitals with occupations 1 + s and 1 − s. In the spin density m = a² − b² the squares cancel and the cross terms add:

m = 4 √[(1 + s)/2] √[(1 − s)/2] g u = 2√(1 − s²) g u = 2√⟨S²⟩ g u.

Spin contamination and spin density therefore appear together in this two-electron determinant. Define the local moment, in Bohr magnetons and with spin g-factor 2, by

μ = ½∫|m| dr = √⟨S²⟩ ∫|g u| dr.

The integral of m itself is zero, so μ is the amount of excess spin-up density, balanced by an equal amount of excess spin-down density elsewhere. The Cauchy-Schwarz inequality gives ∫|g u| dr ≤ 1, hence μ ≤ √⟨S²⟩.

**(c) Stability of the restricted solution**

From here on, g is the doubly occupied orbital of the restricted solution, with energy ε_g. Its real virtual orbitals are v, with energies ε_v. Separate the two spins by mixing virtual orbitals into g with opposite signs:

a = (g + η)/√(1 + t),  b = (g − η)/√(1 + t),

η = Σ_v θ_v v,  t = Σ_v θ_v².

The denominator preserves normalization because η is orthogonal to g. To second order in θ, the change of the total density matrix is

δΓ(r,r′) = 2[η(r)η(r′) − t g(r)g(r′)],

since the terms linear in η cancel between the spins. In the spin density they add:

m = 4gη/(1 + t) = 4gη + third order.

In LSDA the exchange-correlation energy is ∫e_xc(n,m) dr, where n is the total density. Without a magnetic field e_xc is even in m, so its first derivative with respect to m vanishes at m = 0. The energy change then has two second-order parts.

First, n changes only in second order, so its effect is given by first derivatives of the energy. Together with the kinetic and nuclear terms, these form the restricted Kohn-Sham operator h, whose eigenfunctions are g and v:

ΔE₁ = 2[⟨η|h|η⟩ − t⟨g|h|g⟩] = 2Σ_v θ_v²(ε_v − ε_g).

The Hartree energy enters only through h. Its second derivative would multiply the square of the density change, which is of fourth order.

Second, m is of first order. With f_m = ∂²e_xc/∂m² taken at m = 0,

ΔE₂ = ½∫f_m m² dr = ½∫f_m (4gη)² dr = 8∫f_m g²η² dr.

Adding the two parts and expanding η gives

ΔE = 2Σ_vw θ_v A_vw θ_w,

A_vw = (ε_v − ε_g)δ_vw + 4∫ g v f_m g w dr.

Let λ be the lowest eigenvalue of A. The restricted solution is stable against this spin separation for λ > 0 and unstable for λ < 0. Hence

λ(R_c) = 0.

This is a molecular counterpart of the Stoner condition: the cost of promotion across an orbital gap competes with the exchange-correlation energy gained by spin polarization.

In Hartree-Fock theory, two electrons of opposite spin have the energy

E = ⟨a|h₀|a⟩ + ⟨b|h₀|b⟩ + (aa|bb),

where h₀ contains the kinetic energy and nuclear attraction, and (pq|rs) is the Coulomb repulsion between the products pq and rs. Inserting a and b and keeping second-order terms gives

ΔE = 2[⟨η|h₀|η⟩ − t⟨g|h₀|g⟩ − t(gg|gg) + (gg|ηη) − 2(gη|gη)].

The restricted Fock operator F has the expectation values

⟨g|F|g⟩ = ⟨g|h₀|g⟩ + (gg|gg),
⟨η|F|η⟩ = ⟨η|h₀|η⟩ + 2(gg|ηη) − (gη|gη).

Eliminating the h₀ terms leaves

ΔE = 2[Σ_v θ_v²(ε_v − ε_g) − (gg|ηη) − (gη|gη)].

The Hartree-Fock stability matrix is therefore

A_vw = (ε_v − ε_g)δ_vw − (gg|vw) − (gv|gw),

with Hartree-Fock orbitals and energies. In the stated basis the two conditions give

LSDA: R_c = 3.30 bohr = 1.74 Å,
Hartree-Fock: R_c = 2.29 bohr = 1.21 Å.

The difference of about one bohr shows that R_c belongs to the approximation used and is not an observable of the molecule. Even the choice of local correlation matters: the RPA-fitted form of VWN gives 3.38 bohr in the same basis. The basis matters less: aug-cc-pVTZ gives 3.31 bohr in LSDA and 2.30 bohr in Hartree-Fock.

The LSDA matrix element for the lowest antibonding orbital shows what drives the instability. Between R = 2 and R = 4 bohr, the bonding-antibonding gap falls from 0.306 to 0.081 hartree, a drop of 0.225. The exchange-correlation element changes from −0.103 to −0.126 hartree, a change of 0.023 in magnitude. The closing gap is the larger effect.

At R_c this diagonal element of A is

0.1307 − 0.1238 = 0.0069 hartree.

It is still positive although λ is zero. Mixing with higher virtual orbitals supplies the remaining lowering, so a model with just one virtual orbital would not yet be unstable at this distance.

**(d) The onset**

Let θ be the amplitude along the lowest eigenvector of A, with all other variables relaxed. Close to R_c, suppose that the energy has the form

E(θ) = E₀ + 2λθ² + cθ⁴,  c > 0.

Odd powers are absent because θ → −θ interchanges the two spins. Setting the derivative to zero gives

4λθ + 4cθ³ = 0.

For λ < 0 the minima lie at θ² = −λ/c. If λ crosses zero with a finite slope, λ ≈ −κ(R − R_c) with κ > 0, so θ² ≈ κ(R − R_c)/c.

To leading order the overlap is

s = (1 − θ²)/(1 + θ²),

which gives

⟨S²⟩ = 1 − s² = 4θ²/(1 + θ²)² ≈ 4θ² ≈ (4κ/c)(R − R_c).

Thus ⟨S²⟩ starts linearly, while μ, being proportional to √⟨S²⟩ at leading order, starts as a square root. A negative c would allow a discontinuous jump instead, so the sign of c has to be checked for the functional in use.

The self-consistent LSDA solutions support a continuous onset. At 0.05 and 0.10 bohr beyond R_c, ⟨S²⟩ is 0.0801 and 0.1463. Their ratio is 0.547, against the leading-order value 0.5. The corresponding ratio of moments is 0.739, against √0.5 = 0.707. The excesses reflect the finite distance from R_c, where higher-order terms already bend the curves: at 0.005 and 0.010 bohr beyond R_c the two ratios are 0.51 and 0.71. For this functional and basis c ≈ 0.20 hartree and κ ≈ 0.092 hartree per bohr, so 4κ/c ≈ 1.8 per bohr, against ⟨S²⟩/(R − R_c) = 1.79 per bohr at 0.005 bohr beyond R_c.

Extrapolating ⟨S²⟩ to zero from three unrestricted solutions gives an onset at 3.2967 bohr. The stability matrix gives 3.2971 bohr. The two determinations are separate: one uses broken-symmetry solutions beyond R_c, the other the restricted solution alone.

**(e) From zero to one**

The unrestricted LSDA solutions give the following values, with R in bohr and μ in Bohr magnetons.

R = 1.40: s = 1.000, ⟨S²⟩ = 0.000, μ = 0.000
R = 3.097: s = 1.000, ⟨S²⟩ = 0.000, μ = 0.000
R = 3.347: s = 0.959, ⟨S²⟩ = 0.080, μ = 0.265
R = 3.60: s = 0.805, ⟨S²⟩ = 0.351, μ = 0.559
R = 4.00: s = 0.618, ⟨S²⟩ = 0.619, μ = 0.751
R = 5.00: s = 0.298, ⟨S²⟩ = 0.911, μ = 0.932
R = 6.00: s = 0.138, ⟨S²⟩ = 0.981, μ = 0.979
R = 10.00: s = 0.004, ⟨S²⟩ = 1.000, μ = 1.000

The last ⟨S²⟩ is 0.99998 before rounding. At R = 4 bohr the arithmetic is

⟨S²⟩ = 1 − (0.61762)² = 1 − 0.38145 = 0.61855.

The triplet weight is half of this, 0.309, and the antibonding natural orbital holds 1 − 0.618 = 0.382 electrons.

As R grows, a settles on one atom and b on the other. Their overlap tends to zero, so ⟨S²⟩ tends to one and stays below it as long as s differs from zero. The value one is not an eigenvalue S(S+1) of S² for two electrons: a singlet has 0 and a triplet has 2. It is the average for a determinant that is half singlet and half triplet.

The broken solution nevertheless has the lower LSDA energy beyond R_c. At R = 4 bohr it lies 0.010 hartree below the restricted one, and at R = 6 bohr 0.049 hartree below. At R = 10 bohr its energy is −0.95494 hartree, against −0.95493 hartree for two separate spin-polarized atoms in the same approximation.

The origin of this gain at large separation can be seen by comparing both states at the same density. Let a and b have no overlap, and put two electrons in g = (a + b)/√2. With T the kinetic-energy operator, whose matrix element between a and b also vanishes,

2⟨g|T|g⟩ = ⟨a|T|a⟩ + ⟨b|T|b⟩.

The density 2g² = a² + b² is also unchanged, and with it the nuclear and Hartree energies. The difference lies in e_xc(n,m): the restricted state has m = 0 on each atom, whereas the broken state has fully polarized atoms. Slater exchange is proportional to −(n↑^(4/3) + n↓^(4/3)). Full polarization gives −n^(4/3), while m = 0 gives −2(n/2)^(4/3) = −2^(−1/3) n^(4/3), so polarization makes the exchange energy more negative by the factor 2^(1/3). Correlation weakens with polarization and offsets part of this; the computed lowerings above show that the net effect favours the broken state.

This energetic gain does not make the spin density physical. The exact ground state of H2 at finite R is a singlet, and a singlet has zero spin density everywhere. The atomic moments of the broken solution, up on one atom and down on the other, are a feature of the approximate functional; interchanging the two spins gives a second solution of equal energy.

There is a further distinction in Kohn-Sham theory. The quantity 1 − s² is the spin expectation value of the auxiliary determinant. That determinant is built to represent the densities, not the pair correlations of the interacting electrons, so its ⟨S²⟩ should not be read as theirs. It remains a useful measure of how far the calculation has broken spin symmetry.

The program checks the general spin formula, the two-electron relations of part (b) and the stability matrices numerically, and its output lists the H2 values. The quoted values still contain the errors of the functional and of the finite basis. In the larger aug-cc-pVTZ basis the diagonal element at R_c rises from 0.0069 to 0.0096 hartree. At R = 4 bohr ⟨S²⟩ falls from 0.619 to 0.608 and μ from 0.751 to 0.740. The lowering at R = 6 bohr falls from 0.049 to 0.047 hartree. The energy at R = 10 bohr and that of the two atoms both move to −0.9570 hartree.

Computed results

```
General formula, random complex orbitals in 4 dimensions (hbar^2):
  Na=1 Nb=1: sum|s|^2=0.12656  operator=0.87344  formula=0.87344
  Na=2 Nb=1: sum|s|^2=0.64668  operator=1.10332  formula=1.10332
  Na=3 Nb=2: sum|s|^2=1.56892  operator=1.18108  formula=1.18108
  Na=1 Nb=3: sum|s|^2=0.28986  operator=2.71014  formula=2.71014
  Na=2 Nb=2: sum|s|^2=1.33678  operator=0.66322  formula=0.66322
Stability eigenvalue lam (hartree), matrix / energy differences:
  LSDA R=2.0 bohr: 0.19293 / 0.19293
  LSDA R=4.0 bohr: -0.05090 / -0.05090
  HF R=2.0 bohr: 0.07281 / 0.07281
  HF R=4.0 bohr: -0.25001 / -0.25001
Coulson-Fischer distance, LSDA: 3.2971 bohr = 1.7448 angstrom
Coulson-Fischer distance, HF:   2.2873 bohr = 1.2104 angstrom
LSDA gap and exchange-correlation element for the antibonding orbital (hartree):
  R=2.0000 bohr: gap=0.30601  element=-0.10269  sum=0.20332  lam=0.19293
  R=3.2971 bohr: gap=0.13073  element=-0.12384  sum=0.00689  lam=-0.00000
  R=4.0000 bohr: gap=0.08072  element=-0.12576  sum=-0.04504  lam=-0.05090
Unrestricted LSDA H2 (R bohr, <S^2> hbar^2, moment Bohr magnetons, E hartree):
       R       s     <S^2>  triplet  n_antib  moment         E
   1.4000 1.00000  0.00000  0.00000  0.00000  0.00000 -1.131458
   2.0000 1.00000  0.00000  0.00000  0.00000  0.00000 -1.105267
   3.0971 1.00000  0.00000  0.00000  0.00000  0.00000 -1.015436
   3.3471 0.95913  0.08007  0.04003  0.04087  0.26475 -0.998671
   3.3971 0.92398  0.14627  0.07313  0.07602  0.35845 -0.995772
   3.4471 0.89204  0.20427  0.10213  0.10796  0.42436 -0.993078
   3.6000 0.80544  0.35127  0.17563  0.19456  0.55946 -0.985918
   4.0000 0.61762  0.61855  0.30927  0.38238  0.75128 -0.972904
   4.5000 0.43334  0.81222  0.40611  0.56666  0.87139 -0.964038
   5.0000 0.29800  0.91119  0.45560  0.70200  0.93190 -0.959606
   6.0000 0.13806  0.98094  0.49047  0.86194  0.97948 -0.956232
   8.0000 0.02788  0.99922  0.49961  0.97212  0.99800 -0.955032
  10.0000 0.00449  0.99998  0.49999  0.99551  0.99984 -0.954939
Onset extrapolated from unrestricted runs: 3.2967 bohr
Ratio at Rc+0.05 to Rc+0.10 bohr: <S^2> 0.5474, moment 0.7386
Restricted LSDA energy and lowering by symmetry breaking (hartree):
  R=2.0 bohr: E=-1.105267  lowering=0.000000
  R=4.0 bohr: E=-0.962830  lowering=0.010073
  R=6.0 bohr: E=-0.907666  lowering=0.048566
Two separate spin-polarized LSDA atoms: -0.954934 hartree
```
